# Mean depth of the deepest level in an exponential band tail: a program that tests the result

```python
"""
Result under test: if N independent levels have depths x >= 0 below a mobility
edge with density exp(-x/E0)/E0, the deepest one has mean depth E0*H_N, where
H_N = 1 + 1/2 + ... + 1/N.
Symbols: E0 tail width (meV), N number of levels, M depth of the deepest level,
lam mean number of levels when that number is Poisson distributed.
Energies are in meV and lengths in nm unless a name says otherwise.
The example is a small channel with rough values typical of an amorphous oxide.
"""
from fractions import Fraction
from math import comb, gamma
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import exp1
from scipy.stats import poisson

rng = np.random.default_rng(20)
SIGMAS = 4.5  # allowed statistical deviation in standard errors


def harmonic(n):
    return sum(1.0 / k for k in range(1, n + 1))


def draw_levels(shape, width):
    return -width * np.log1p(-rng.random(shape))


# ---------------- inputs of the example ----------------
E0 = 13.0
side, thickness = 50.0, 10.0
tail_density_cm3 = 2.0e18
mass_ratio = 0.34
eps_r = 10.0
deep_density_cm3_eV = 1.0e16
deep_width = 1000.0
volume = side * side * thickness
tail_density = tail_density_cm3 * 1e-21
N = round(tail_density * volume)
assert abs(N - tail_density * volume) < 1e-9

# ---------------- exact mean from the density of the maximum ----------------
# Binomial expansion of the density, integrated term by term in rationals.
for n in range(1, 61):
    mean_exact = sum(Fraction((-1) ** j * n * comb(n - 1, j), (j + 1) ** 2)
                     for j in range(n))
    assert mean_exact == sum(Fraction(1, k) for k in range(1, n + 1))


def max_density(x, n):
    return n * np.exp(-x / E0) / E0 * (-np.expm1(-x / E0)) ** (n - 1)


mean_formula = E0 * harmonic(N)
sd_formula = E0 * np.sqrt(sum(1.0 / k**2 for k in range(1, N + 1)))
upper = 50 * E0
mean_quad = quad(lambda x: x * max_density(x, N), 0, upper,
                 points=[mean_formula], limit=200)[0]
tail_quad = quad(lambda x: 1 - (-np.expm1(-x / E0)) ** N, 0, upper,
                 points=[mean_formula], limit=200)[0]
var_quad = quad(lambda x: (x - mean_quad) ** 2 * max_density(x, N), 0, upper,
                points=[mean_formula], limit=200)[0]
assert abs(mean_quad - mean_formula) < 1e-6
assert abs(tail_quad - mean_formula) < 1e-6
assert abs(np.sqrt(var_quad) - sd_formula) < 1e-6

# Most probable depth, from a numerical derivative of the distribution function.
grid = np.arange(0.0, 200.0, 0.01)
numeric_density = np.gradient((-np.expm1(-grid / E0)) ** N, grid)
mode_formula = E0 * np.log(N)
assert abs(grid[np.argmax(numeric_density)] - mode_formula) < 0.02

# Large-N form: the first omitted term bounds the error.
for n in (5, 50, 500):
    error = harmonic(n) - (np.log(n) + np.euler_gamma + 0.5 / n)
    assert -1 / (12 * n**2) < error < 0
assert abs(np.sqrt(sum(1.0 / k**2 for k in range(1, 100001)))
           - np.pi / np.sqrt(6)) < 1e-5

# ---------------- sampling of the deepest level ----------------
trials = 20000
table = []
for n in (1, 5, 50, 500):
    levels = draw_levels((trials, n), E0)
    deepest = levels.max(axis=1)
    sd_n = E0 * np.sqrt(sum(1.0 / k**2 for k in range(1, n + 1)))
    standard_error = sd_n / np.sqrt(trials)
    assert abs(deepest.mean() - E0 * harmonic(n)) < SIGMAS * standard_error
    table.append((n, E0 * harmonic(n), deepest.mean(), standard_error))
    if n == N:
        channel_levels, channel_deepest = levels, deepest
del levels

quantiles = {}
for q in (0.05, 0.50, 0.95):
    quantiles[q] = -E0 * np.log(1 - q ** (1 / N))
    fraction = np.mean(channel_deepest <= quantiles[q])
    assert abs(fraction - q) < SIGMAS * np.sqrt(q * (1 - q) / trials)

top_two = np.partition(channel_levels, N - 2, axis=1)[:, -2:]
gap_sample = (top_two[:, 1] - top_two[:, 0]).mean()
assert abs(gap_sample - E0) < SIGMAS * E0 / np.sqrt(trials)

# Successive spacings of five levels: means E0/5 ... E0, and no correlation.
many = 200000
ordered = np.sort(draw_levels((many, 5), E0), axis=1)
spacings = np.diff(ordered, axis=1, prepend=0.0)
for i in range(5):
    expected = E0 / (5 - i)
    assert abs(spacings[:, i].mean() - expected) < SIGMAS * expected / np.sqrt(many)
    assert abs(spacings[:, i].std() / expected - 1) < 0.02
correlation = np.corrcoef(spacings.T) - np.eye(5)
assert np.abs(correlation).max() < SIGMAS / np.sqrt(many)

# ---------------- Poisson number of levels ----------------
lam = float(N)
poisson_mean = E0 * (np.log(lam) + np.euler_gamma + exp1(lam))
poisson_sum = E0 * sum(poisson.pmf(n, lam) * harmonic(n) for n in range(1, 200))
assert abs(poisson_mean - poisson_sum) < 1e-7

# ---------------- flat background of deep states ----------------
deep_per_meV = deep_density_cm3_eV * 1e-21 * volume / 1000.0
deep_number = deep_per_meV * deep_width
background_mean = quad(
    lambda x: -np.expm1(-lam * np.exp(-x / E0) - deep_per_meV * (deep_width - x)),
    0, deep_width, points=[50, 100, 200], limit=200)[0]
columns = 120
tail_count = rng.poisson(lam, trials)
assert tail_count.max() <= columns
tail_draw = draw_levels((trials, columns), E0)
tail_draw[np.arange(columns) >= tail_count[:, None]] = 0.0
deep_count = rng.poisson(deep_number, trials)
assert deep_count.max() <= 12
deep_draw = deep_width * rng.random((trials, 12))
deep_draw[np.arange(12) >= deep_count[:, None]] = 0.0
with_background = np.maximum(tail_draw.max(axis=1), deep_draw.max(axis=1))
background_error = with_background.std() / np.sqrt(trials)
assert abs(with_background.mean() - background_mean) < SIGMAS * background_error
prob_deep = -np.expm1(-deep_number)
assert abs(np.mean(deep_count > 0) - prob_deep) < SIGMAS * np.sqrt(
    prob_deep * (1 - prob_deep) / trials)

# ---------------- tunnel coupling to a neighbour ----------------
mass = mass_ratio * sc.m_e
kinetic = sc.hbar**2 / (2 * mass) / sc.e * 1e3 * 1e18  # hbar^2/2m in meV nm^2
neighbour = gamma(4 / 3) / (4 * np.pi * tail_density / 3) ** (1 / 3)
neighbour_quad = quad(lambda r: np.exp(-4 * np.pi * tail_density * r**3 / 3),
                      0, 40, limit=200)[0]
assert abs(neighbour - neighbour_quad) < 1e-6
second_depth = E0 * (harmonic(N) - 1)
alpha1 = np.sqrt(mean_formula / kinetic)
alpha2 = np.sqrt(second_depth / kinetic)
kappa = brentq(lambda k: (k - alpha1) * (k - alpha2)
               - (np.exp(-k * neighbour) / neighbour) ** 2,
               alpha1, alpha1 + 1, xtol=1e-14)
tunnel_shift = kinetic * kappa**2 - mean_formula
# Build the wave function from the first well, then test the second well.
amplitude2 = (kappa - alpha1) * neighbour * np.exp(kappa * neighbour)


def r_times_psi_at_second(r):
    other = np.sqrt(neighbour**2 + r**2)
    return amplitude2 * np.exp(-kappa * r) + r * np.exp(-kappa * other) / other


step = 1e-4
slope = (r_times_psi_at_second(step) - r_times_psi_at_second(-step)) / (2 * step)
assert abs(slope / r_times_psi_at_second(0.0) + alpha2) < 1e-6

# ---------------- confinement and Coulomb shift ----------------
confinement = kinetic * np.pi**2 / thickness**2
points = 600
h = thickness / (points + 1)
box_energy = eigh_tridiagonal(np.full(points, 2 * kinetic / h**2),
                              np.full(points - 1, -kinetic / h**2),
                              select="i", select_range=(0, 0),
                              eigvals_only=True)[0]
assert abs(box_energy / confinement - 1) < 1e-4
mean_spacing = tail_density ** (-1 / 3)
coulomb = sc.e / (4 * np.pi * sc.epsilon_0 * eps_r * mean_spacing * 1e-9) * 1e3

# ---------------- one electron at finite temperature ----------------


def band_states_per_spin(temperature):
    thermal = sc.k * temperature
    return (mass * thermal / (2 * np.pi * sc.hbar**2)) ** 1.5 * volume * 1e-27


occupation = {}
for temperature in (300.0, 30.0):
    kT = sc.k * temperature / sc.e * 1e3
    # Parabolic density of states per spin, integrated with Boltzmann weight.
    integral = quad(lambda s: 2 * s**2 * np.exp(-s**2), 0, 10)[0]
    numeric_states = volume * (kT / kinetic) ** 1.5 / (4 * np.pi**2) * integral
    states = band_states_per_spin(temperature)
    assert abs(numeric_states / states - 1) < 1e-6
    relative = np.exp((channel_levels - channel_deepest[:, None]) / kT).sum(axis=1)
    band = states * np.exp(-channel_deepest / kT)
    occupation[temperature] = (kT, states, np.mean(1 / (relative + band)))

# ---------------- printed numbers ----------------
print(f"tail width E0 = {E0:.1f} meV")
print(f"channel = {side:.0f} x {side:.0f} x {thickness:.0f} nm^3")
print(f"channel volume = {volume:.0f} nm^3")
print(f"tail level density = {tail_density_cm3:.1e} cm^-3")
print(f"density of states at edge = {tail_density_cm3/(E0*1e-3):.2e} cm^-3 eV^-1")
print(f"number of levels N = {N}")
print(f"harmonic number H_N = {harmonic(N):.5f}")
print(f"mean deepest depth, formula = {mean_formula:.3f} meV")
print(f"mean deepest depth, formula = {mean_formula/1000:.5f} eV")
print(f"mean deepest depth, quadrature = {mean_quad:.3f} meV")
print(f"standard deviation of depth = {sd_formula:.3f} meV")
print(f"large-N limit of deviation = {E0*np.pi/np.sqrt(6):.3f} meV")
print(f"most probable depth = {mode_formula:.3f} meV")
for q, depth in quantiles.items():
    print(f"depth quantile {q:.2f} = {depth:.2f} meV")
print(f"sampled gap of two deepest = {gap_sample:.2f} meV")
print(f"samples per N = {trials}")
for n, exact, sampled, error in table:
    print(f"N={n}: formula {exact:.3f}, sample {sampled:.3f}, "
          f"std. error {error:.3f} meV")
print(f"mean depth, Poisson number = {poisson_mean:.3f} meV")
print(f"deep background density = {deep_density_cm3_eV:.1e} cm^-3 eV^-1")
print(f"deep background width = {deep_width/1000:.1f} eV")
print(f"mean number of deep states = {deep_number:.3f}")
print(f"chance of at least one deep state = {prob_deep:.3f}")
print(f"mean depth with background = {background_mean:.1f} meV")
print(f"same, sampled = {with_background.mean():.1f} meV, "
      f"std. error {background_error:.1f} meV")
print(f"effective mass ratio = {mass_ratio:.2f}")
print(f"mean nearest-neighbour distance = {neighbour:.2f} nm")
print(f"decay length of deepest level = {1/alpha1:.2f} nm")
print(f"mean second-deepest depth = {second_depth:.2f} meV")
print(f"tunnel shift of deepest level = {tunnel_shift:.3f} meV")
print(f"confinement energy of film = {confinement:.2f} meV")
print(f"relative permittivity = {eps_r:.0f}")
print(f"density^(-1/3) spacing = {mean_spacing:.2f} nm")
print(f"Coulomb shift at that spacing = {coulomb:.1f} meV")
for temperature, (kT, states, chance) in occupation.items():
    print(f"T={temperature:.0f} K: kT = {kT:.2f} meV")
    print(f"  band states per spin in channel = {states:.2f}")
    print(f"  chance electron is in deepest level = {chance:.3f}")
print("finished without a failed check")
```

Printed output:

```
tail width E0 = 13.0 meV
channel = 50 x 50 x 10 nm^3
channel volume = 25000 nm^3
tail level density = 2.0e+18 cm^-3
density of states at edge = 1.54e+20 cm^-3 eV^-1
number of levels N = 50
harmonic number H_N = 4.49921
mean deepest depth, formula = 58.490 meV
mean deepest depth, formula = 0.05849 eV
mean deepest depth, quadrature = 58.490 meV
standard deviation of depth = 16.572 meV
large-N limit of deviation = 16.673 meV
most probable depth = 50.856 meV
depth quantile 0.05 = 36.98 meV
depth quantile 0.50 = 55.71 meV
depth quantile 0.95 = 89.48 meV
sampled gap of two deepest = 12.92 meV
samples per N = 20000
N=1: formula 13.000, sample 13.111, std. error 0.092 meV
N=5: formula 29.683, sample 29.863, std. error 0.111 meV
N=50: formula 58.490, sample 58.521, std. error 0.117 meV
N=500: formula 88.307, sample 88.219, std. error 0.118 meV
mean depth, Poisson number = 58.360 meV
deep background density = 1.0e+16 cm^-3 eV^-1
deep background width = 1.0 eV
mean number of deep states = 0.250
chance of at least one deep state = 0.221
mean depth with background = 161.0 meV
same, sampled = 162.8 meV, std. error 1.7 meV
effective mass ratio = 0.34
mean nearest-neighbour distance = 4.40 nm
decay length of deepest level = 1.38 nm
mean second-deepest depth = 45.49 meV
tunnel shift of deepest level = 0.167 meV
confinement energy of film = 11.06 meV
relative permittivity = 10
density^(-1/3) spacing = 7.94 nm
Coulomb shift at that spacing = 18.1 meV
T=300 K: kT = 25.85 meV
  band states per spin in channel = 62.19
  chance electron is in deepest level = 0.071
T=30 K: kT = 2.59 meV
  band states per spin in channel = 1.97
  chance electron is in deepest level = 0.859
finished without a failed check
```
